# Fowler's quadratic threshold law for internal photoemission into a dielectric

Electrons excited by light at the planar interface between a metal and a dielectric can enter the dielectric's conduction band once the photon energy $h\nu$ exceeds the barrier $\Phi$, measured from the metal's Fermi level to the band edge. If transverse momentum is conserved and the escape factor is constant, the number of electrons emitted per absorbed photon at zero temperature is

$$
Y=\frac{\sigma m_d}{4\pi^2\hbar^3}\,(h\nu-\Phi)^2\quad(h\nu>\Phi),\qquad Y=0\quad(h\nu<\Phi). \tag{1}
$$

Here $m_d$ is the electron mass in the dielectric. The constant $\sigma$ is defined through a probability: when the absorbed photon flux is $F$, an electron that strikes the interface absorbs one photon and escapes with probability $\sigma F$, provided that the conservation laws permit escape. Since $F$ is a number per area and time, $\sigma$ has the unit m² s. It is taken to be independent of the electron's energy and direction and of the photon energy, and $\sigma F\ll1$.

The metal is a free-electron gas of mass $m$. Its energies $E$ are counted from the bottom of its band, and its Fermi energy is $E_F$. The dielectric band edge therefore lies at $E_F+\Phi$. The dielectric band is taken as a single isotropic parabola with its minimum at zero wave vector over the whole range of energies used; off-centre valleys, nonparabolicity and d bands in the metal lie outside the model. Tunnelling below the band edge and scattering in the dielectric are left out, and $\Phi$ means the barrier at whatever field is applied. Write $x=h\nu-\Phi$ for the excess photon energy and $r=m_d/m$ for the mass ratio.

Let $z$ be the direction from the metal into the dielectric, and let $\mathbf k_t$ be the wave vector parallel to the interface. An electron arriving from the metal has

$$
E=\frac{\hbar^2k_z^2}{2m}+\frac{\hbar^2k_t^2}{2m},\qquad k_z>0 .
$$

A uniform free-electron gas cannot absorb a photon by itself, because energy and momentum cannot both be conserved with the small photon momentum. The interface removes this obstacle: its potential varies along $z$ and can supply normal momentum. It does not vary along the plane, so $\mathbf k_t$ is unchanged when the photon's own transverse momentum is neglected. The total energy becomes $E+h\nu$ while the transverse energy in the metal stays the same. The whole quantum has gone into the normal motion.

On the dielectric side the same $\mathbf k_t$ carries the kinetic energy $\hbar^2k_t^2/(2m_d)$. What remains for normal motion is

$$
W=E+h\nu-(E_F+\Phi)-\frac{\hbar^2k_t^2}{2m_d}
=\varepsilon-\frac{\hbar^2k_t^2}{2m_d},
\qquad \varepsilon=E-E_F+x . \tag{2}
$$

The quantity $\varepsilon$ is the electron's total energy above the dielectric band edge after absorption. A propagating wave in the dielectric needs $W>0$, or

$$
k_t^2<\frac{2m_d\varepsilon}{\hbar^2},\qquad \varepsilon>0. \tag{3}
$$

At each energy the permitted transverse wave vectors fill a disc, which shrinks to a point at the band edge.

The emitted flux is the sum over electrons arriving at the interface, each weighted by its normal velocity $v_z$. With two spin states and the Fermi occupation $f(E)$,

$$
FY=\sigma F\,\frac{2}{(2\pi)^3}\int d^2k_t\int_0^\infty dk_z\,v_z\,f(E)\,\Theta(W),
$$

where $\Theta$ is one for a positive argument and zero otherwise. At fixed $\mathbf k_t$ the velocity is $v_z=\hbar^{-1}\partial E/\partial k_z$, so $v_z\,dk_z=dE/\hbar$. Changing from $k_z$ to $E$ thus removes the velocity from the integral. The transverse integral is then the area of the disc (3), $2\pi m_d\varepsilon/\hbar^2$, provided that the metal has states over the whole disc. Since $dE=d\varepsilon$,

$$
Y=\sigma\,\frac{2}{8\pi^3}\,\frac1\hbar\,\frac{2\pi m_d}{\hbar^2}
\int_0^\infty\varepsilon f\,d\varepsilon
=\frac{\sigma m_d}{2\pi^2\hbar^3}\,I,\qquad
I=\int_0^\infty\varepsilon f\,d\varepsilon. \tag{4}
$$

At zero temperature the states with $E<E_F$ are full and the others empty. By (2), $E<E_F$ means $\varepsilon<x$. For $x>0$ this gives $I=\int_0^x\varepsilon\,d\varepsilon=x^2/2$, and (4) becomes (1). For $x<0$ no occupied state can reach the band edge. One power of $x$ comes from the depth of the Fermi sea that the photon can lift over the barrier; the other comes from the growth of the transverse disc.

The condition on the disc fixes the range of the result. A metal state of energy $E$ has transverse energy at most $E$, whereas the edge of the disc has transverse energy $r\varepsilon$ in the metal. We therefore need $r\varepsilon\le E=E_F-x+\varepsilon$ for all $0\le\varepsilon\le x$. Both sides are linear in $\varepsilon$, so it suffices to look at the two ends. They give $x\le E_F$ and $rx\le E_F$. Within these limits (1) has no higher-order correction in this model at zero temperature. For $E_F=8$ eV, $r=1.5$ and $x=7$ eV the second limit is broken: the disc outgrows the metal states when $1.5\varepsilon>1+\varepsilon$, that is, above $\varepsilon=2$ eV. In eV², the missing part is $\int_2^7(0.5\varepsilon-1)\,d\varepsilon=6.25$ out of $\int_0^7 1.5\varepsilon\,d\varepsilon=36.75$, and the yield is 0.83 of the value given by (1).

At a finite temperature $T$, let $k$ without a subscript be Boltzmann's constant, and hold the chemical potential at $E_F$. Then $f=[e^{(\varepsilon-x)/kT}+1]^{-1}$. For $x>0$, start from the zero-temperature integral, subtract the electrons missing below the Fermi level and add those above it. With $s$ the distance from the Fermi level and $g(s)=(e^{s/kT}+1)^{-1}$, both the vacancy probability below and the occupation above equal $g(s)$. Hence

$$
\begin{aligned}
I&=\frac{x^2}{2}-\int_0^x(x-s)g\,ds+\int_0^\infty(x+s)g\,ds\\
&=\frac{x^2}{2}+2\int_0^\infty s\,g\,ds-\int_x^\infty(s-x)g\,ds .
\end{aligned}
$$

The second line follows by extending the first integral to infinity and correcting for the added piece. To evaluate what is left, expand $g=\sum_{n\ge1}(-1)^{n+1}e^{-ns/kT}$ and integrate term by term:

$$
\int_0^\infty s\,g\,ds=(kT)^2\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{12}(kT)^2,
$$

$$
I=\frac{x^2}{2}+\frac{\pi^2}{6}(kT)^2-(kT)^2\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}e^{-nx/kT}. \tag{5}
$$

For $r\le1$ and $x\le E_F$ the disc fits at every $\varepsilon\ge0$, so no further condition enters. For $r>1$ it eventually outgrows the metal states at high energy, starting at a height $(E_F-rx)/(r-1)$ above the Fermi level. The occupation there is exponentially small if this height is much larger than $kT$.

When $x\gg kT$ the exponentials in (5) are negligible, and

$$
Y\simeq\frac{\sigma m_d}{4\pi^2\hbar^3}
\left[x^2+\frac{\pi^2}{3}(kT)^2\right]. \tag{6}
$$

This is the sense of "low temperature" in the quadratic law: $kT$ must be small compared with the excess energy, not merely with the barrier. At $x=0$ the integral is $I=\pi^2(kT)^2/12$, so the threshold is rounded. Below it, expanding $f$ in the same way gives $I\simeq(kT)^2e^{-|x|/kT}$ when $|x|\gg kT$. This tail comes from the thermally occupied states above the Fermi level.

Take the round values $E_F=8$ eV, $\Phi=3$ eV, $r=0.5$, $T=300$ K and $\sigma=4\times10^{-37}$ m² s, which stand for no particular material. With $m$ equal to the free-electron mass, the coefficient in (1) is

$$
C=\frac{\sigma m_d}{4\pi^2\hbar^3}=1.010\times10^{-4}\ \text{eV}^{-2}.
$$

At $h\nu=4$ eV the excess is 1 eV and the cold yield is $1.010\times10^{-4}$. An absorbed flux $F=10^{18}$ m⁻² s⁻¹ corresponds to a probability $\sigma F=4\times10^{-19}$ per arrival. The photocurrent density is the elementary charge times $FY$, or $1.602\times10^{-19}\times10^{18}\times1.010\times10^{-4}=1.62\times10^{-5}$ A/m², which is 1.62 nA/cm².

The full integral (5) gives the following yields at 300 K, where $kT=0.02585$ eV:

| $h\nu$ (eV) | $Y$ at 0 K | $Y$ at 300 K |
|---|---|---|
| 3.0 | 0 | $1.11\times10^{-7}$ |
| 3.2 | $4.04\times10^{-6}$ | $4.26\times10^{-6}$ |
| 3.4 | $1.616\times10^{-5}$ | $1.638\times10^{-5}$ |
| 4.0 | $1.010\times10^{-4}$ | $1.012\times10^{-4}$ |

Once the excess is several $kT$, the thermal addition is nearly constant, about $2.2\times10^{-7}$, as (6) requires. Relative to the cold yield it is 5.5 per cent at 3.2 eV but 0.2 per cent at 4.0 eV. The leading relative addition, $\pi^2(kT)^2/(3x^2)$, falls to one per cent at $x=10\pi kT/\sqrt3=0.469$ eV.

Equation (1) makes $\sqrt Y$ a straight line in $h\nu$ that meets zero at $\Phi$. Thermal rounding shifts this intercept. Put $\delta^2=\pi^2(kT)^2/3$; for $x\gg\delta$, (6) gives

$$
\sqrt Y\simeq\sqrt C\left(x+\frac{\delta^2}{2x}\right).
$$

The tangent at $x_0$ has slope $\sqrt C\,[1-\delta^2/(2x_0^2)]$. To first order in $\delta^2$ it reaches zero at

$$
x_0-\left(x_0+\frac{\delta^2}{2x_0}\right)\left(1+\frac{\delta^2}{2x_0^2}\right)
\simeq-\frac{\delta^2}{x_0}. \tag{7}
$$

The extracted barrier is too low, and the error grows as the fitted points approach threshold. Equation (7) holds only for $x_0\gg\delta$; the error does not diverge, and at $x_0=0$, where $dI/dx=kT\ln2$, the exact tangent misses by $2I/(dI/dx)=\pi^2kT/(6\ln2)$, or 61 meV at 300 K. An unweighted least-squares line through seven equally spaced values of $\sqrt Y$ at 300 K gives 2.989 eV for the window 3.1–3.4 eV and 2.996 eV for 3.4–4.0 eV. These lie 11 and 4 meV below the true barrier. The tangent estimate (7), with $\delta^2=0.0022$ eV² and the window centres $x_0=0.25$ and 0.70 eV, gives 9 and 3 meV. The squared slope, which should equal $C$, is 4.6 per cent too low in the first window and 0.5 per cent too low in the second.

A higher window is not free of risk, because it relies more heavily on a constant $\sigma$. Suppose that at zero temperature $\sigma$ varies as $1+ax$, with $ax\ll1$. Then $\sqrt Y\propto x(1+ax/2)$, and its tangent at $x_0$ meets zero near $x_0-x_0(1+ax_0/2)/(1+ax_0)\simeq ax_0^2/2$. For $a=0.1$ eV⁻¹ and $x_0=0.7$ eV the barrier appears about 0.02 eV too high, more than the thermal error in the same window.

The two assumptions named at the start can also fail in ways that change the power itself. First drop conservation of $\mathbf k_t$, and let every arriving electron with $\varepsilon>0$ escape with the same probability. At energy $E$ the disc (3) is replaced by the full range of transverse states in the metal, of area $2\pi mE/\hbar^2$. At zero temperature, for $0<x\le E_F$,

$$
Y=\frac{\sigma m}{2\pi^2\hbar^3}\int_{E_F-x}^{E_F}E\,dE
=\frac{\sigma m}{2\pi^2\hbar^3}\left(E_Fx-\frac{x^2}{2}\right). \tag{8}
$$

The threshold is now linear. A constant escape probability is therefore not enough for the quadratic law (1), known as Fowler's law; with a constant escape probability it is the transverse restriction that supplies the second power. The converse does not hold: without that restriction an escape probability proportional to $\varepsilon$ would also give a square near threshold, so a quadratic yield does not by itself show that $\mathbf k_t$ is conserved.

Next keep $\mathbf k_t$ conserved but let transmission depend on energy, as it does at a sharp potential step. Let $v$ and $u$ be the normal velocities in the metal and the dielectric after absorption. For an incident wave of unit amplitude, with reflected amplitude $R$ and transmitted amplitude $t$, continuity of the wave function and of its derivative divided by the mass gives

$$
1+R=t,\qquad v(1-R)=ut .
$$

Eliminating $R$ yields $t=2v/(v+u)$. The transmitted fraction of the flux is

$$
\mathcal T=\frac uv\,t^2=\frac{4uv}{(u+v)^2},\qquad u=\sqrt{\frac{2W}{m_d}} .
$$

As $W\to0$, $u$ vanishes while $v$ stays finite, so $\mathcal T\simeq4u/v\propto\sqrt W$. At fixed $\varepsilon$, (2) gives $d^2k_t\to\pi\,d(k_t^2)=(2\pi m_d/\hbar^2)\,dW$ in magnitude. The factor $\varepsilon$ in (4) is then replaced, apart from a constant, by $\int_0^\varepsilon\sqrt W\,dW=\tfrac23\varepsilon^{3/2}$. At zero temperature the remaining integral is

$$
\int_0^x\frac23\,\varepsilon^{3/2}\,d\varepsilon=\frac4{15}x^{5/2}. \tag{9}
$$

Near threshold the yield thus rises as the power $5/2$, and $\sqrt Y$ is curved. With $\mathbf k_t$ conserved, the quadratic law needs a transmission that is nearly constant over most of the normal energies $W$ that contribute in the fitted range. A sharp step with the values of the example does not meet this condition: with the full $\mathcal T$ at zero temperature the local power $d\ln Y/d\ln x$ is 2.47 at $x=0.01$ eV, 2.42 at 0.1 eV and still 2.29 at 1 eV, and straight lines through $\sqrt Y$ in the two windows used above place the barrier about 35 and 90 meV too high.

It also matters that electrons are counted by their rate of arrival. For $r=1$, (2) reduces to $W=x-s$, where $s$ is now $E_F$ minus the initial normal energy. The occupied transverse disc has an area proportional to $s$, and the flux integral is $\int_0^x s\,ds$. If one instead counts the density of eligible electrons and multiplies it by the Fermi velocity, the integrand gains the factor $(1-s/E_F)^{-1/2}\simeq1+s/(2E_F)$. The result is

$$
\int_0^x s\left(1+\frac{s}{2E_F}\right)ds=\frac{x^2}{2}\left(1+\frac{x}{3E_F}\right),
$$

which is quadratic to leading order. At $x=1$ eV and $E_F=8$ eV this leading correction is 4.2 per cent, and the unexpanded integral gives 4.5 per cent.

Light may also be absorbed deeper in the metal, where scattering can randomise the electron's direction. A simple model assigns one hot electron to each absorbed photon, with energy $E'$ distributed uniformly from $E_F$ to $E_F+h\nu$ and with isotropic direction. Assume that electrons heading towards the interface reach it without loss and cross whenever $\mathbf k_t$ conservation permits, while those heading away are lost. Let $B=E_F+\Phi$ and $E'=B+\varepsilon$. At angle $\theta$ to the normal the transverse energy in the metal is $E'\sin^2\theta$, so escape requires $\sin^2\theta<r\varepsilon/E'$. Near threshold the forward cone occupies the fraction

$$
\frac12\left(1-\sqrt{1-\frac{r\varepsilon}{E'}}\right)\simeq\frac{r\varepsilon}{4B}
$$

of all directions. Integrating over the uniform energy distribution gives

$$
Y\simeq\frac1{h\nu}\int_0^x\frac{r\varepsilon}{4B}\,d\varepsilon
=\frac{r\,x^2}{8(E_F+\Phi)\,h\nu}. \tag{10}
$$

The escape cone supplies one power and the range of sufficient energies the other, as before. Since $h\nu=\Phi+x$, both $Y$ and the product $Yh\nu$ are quadratic to leading order in $x$. They differ in the next order: the factor $1/h\nu$ gives $Y$ a relative correction $-x/\Phi$, whereas for $r$ of order one the terms neglected in the cone fraction correct $Yh\nu$ only by a relative amount of order $x/(E_F+\Phi)$. When $\Phi$ is well below $E_F+\Phi$, as in the example, $Yh\nu$ therefore follows a pure square more closely than $Y$ does. For the example at $h\nu=3.2$ eV, (10) gives $0.5\times0.2^2/(8\times11\times3.2)=7.10\times10^{-5}$. A numerical sum over energies and directions with the unexpanded escape condition gives $7.03\times10^{-5}$, one per cent less. Which quantity should be plotted therefore depends on where the absorption takes place and how the excited electrons are distributed.

All numerical values are calculated from the stated model.
